How a dewetting time changes when every length is halved

**Problem**

A solid film of thickness h lies on a rigid, inert substrate. It contains a round hole of initial radius a, at the centre of a circular cell of radius R that stands in for one member of an array of holes. On annealing, the hole grows. The event is complete when the hole radius reaches 2a. A second film of the same material, at the same temperature, has h, a and R all halved, and its hole edge has the same shape on half the scale.

(a) If matter moves by isotropic surface diffusion alone, by what factor is the event shortened?

(b) Evaluate both times for a film with h = 20 nm, a = 100 nm and R = 400 nm, using rough constants for copper at 673 K.

(c) What happens if only some of the lengths are halved, or if the transport law changes?

**Solution**

**The equation of motion**

Let K be the sum of the two principal curvatures of the surface, positive where the solid is convex. When a surface element of area dA advances along its outward normal by a small distance δn, its area grows by K δn dA, while the solid gains the volume δn dA. The area created per unit added volume is therefore K. A sphere of radius ρ confirms the factor:

d(4πρ²)/d(4πρ³/3) = 8πρ/(4πρ²) = 2/ρ = K.

An atom of volume Ω added to a surface of energy γ per area thus raises the energy by

μ = γΩK,

measured from the value under a flat surface. Here γ is taken as independent of orientation.

A gradient of μ exerts a force −∇ₛμ on each surface atom, where ∇ₛ is the gradient along the surface. By the Einstein relation, the mean drift velocity is the surface diffusivity Dₛ, divided by kT, times this force. With ν surface atoms per area, the atomic flux is

J = −(Dₛν/kT) ∇ₛμ = −(DₛγΩν/kT) ∇ₛK.

This uses a constant density of carriers, which is the linear form of the Gibbs-Thomson relation; part (c) relaxes it. Where more atoms arrive than leave, the surface advances, each atom bringing the volume Ω. The normal velocity is

vₙ = −Ω ∇ₛ·J = B ∇ₛ²K,

B = DₛγΩ²ν/(kT).

The two minus signs cancel. At the crest of a sinusoidal ripple K has a maximum, so ∇ₛ²K is negative and the crest sinks, as it should.

**What dimensional analysis can and cannot say**

The dimensions of B follow from its factors:

(m² s⁻¹)(J m⁻²)(m⁶)(m⁻²)/J = m⁴ s⁻¹.

Suppose first that the equation of motion were unknown. The seven quantities t, h, Dₛ, γ, Ω, ν and kT involve three dimensions (length, time, mass), so they form 7 − 3 = 4 independent dimensionless groups. One choice is

Bt/h⁴, h³/Ω, γh²/(kT), νh².

The last three change when h is halved. Dimensions alone would allow the time to depend on them in any way, and no factor would follow.

The equation of motion removes this freedom, because the material constants enter it through B and nowhere else. A dimensionless product t B^y h^z must then satisfy

time: 1 − y = 0,
length: 4y + z = 0,

which gives y = 1 and z = −4. The remaining data are the ratios of the lengths, the contact angle θ and the initial shape. Hence

t = (h⁴/B) Φ(a/h, R/h, θ, shape),

where Φ is a pure number that dimensional analysis does not supply.

**The factor, with the boundary conditions included**

The result holds only if the boundary conditions hide no further length. To check this, describe the film by its height H(r,t) at distance r from the hole centre, and write W = √(1 + (∂H/∂r)²). The outward unit normal has radial component −(∂H/∂r)/W, and its divergence is the curvature:

K = −(1/r) ∂/∂r [ (r/W) ∂H/∂r ].

An element of arc length is W dr, so the surface Laplacian of K is (1/(rW)) ∂/∂r[(r/W) ∂K/∂r]. The height at fixed r changes at the rate W vₙ, which gives

∂H/∂t = (B/r) ∂/∂r [ (r/W) ∂K/∂r ].

No small slope has been assumed. At the hole edge the conditions are H = 0, ∂H/∂r = tan θ with θ below 90°, and zero flux, ∂K/∂r = 0. At r = R both ∂H/∂r and ∂K/∂r vanish by symmetry.

Now shrink or enlarge everything by a factor λ, and allow time its own factor τ:

r = λr′, H = λH′, t = τt′.

Slopes, and therefore W and θ, are unchanged. The curvature becomes K = K′/λ. The left side of the height equation acquires the factor λ/τ. On the right, the factor 1/r gives λ⁻¹, the outer derivative λ⁻¹, the factor r gives λ, the inner derivative λ⁻¹ and K gives λ⁻¹, which multiply to λ⁻³. The equation keeps its form if

λ/τ = λ⁻³, that is, τ = λ⁴.

The edge conditions set a slope to a fixed number or a derivative to zero, so they keep their form too. The initial profile used below,

H(r,0) = h{1 − exp[−(r − a) tan θ/h]},

scales with h and a, and so does the end condition, hole radius = 2a. Both films therefore pose the same primed problem. Since the initial shape determines the evolution, they have the same primed solution, and the times are in the ratio λ⁴. For λ = 1/2,

t(half size)/t(full size) = (1/2)⁴ = 1/16.

The event is shortened by a factor of 16. The physical reading is direct: at half size the curvature is doubled, its gradient is four times larger, and the divergence of the flux is eight times larger. The surface moves eight times faster and has half as far to go.

**Numbers for a thin copper film**

The rough constants are Dₛ = 10⁻¹² m²/s, γ = 1.70 J/m², Ω = 1.18 × 10⁻²⁹ m³, ν = 1.929 × 10¹⁹ m⁻² and θ = 60°. At 673 K, kT = 0.0580 eV = 9.29 × 10⁻²¹ J. Then

B = (10⁻¹²)(1.70)(1.18 × 10⁻²⁹)²(1.929 × 10¹⁹)/(9.29 × 10⁻²¹)
 = 4.9 × 10⁻³¹ m⁴/s = 4.9 × 10⁵ nm⁴/s.

For the 20 nm film the bare scale is

h⁴/B = (20 nm)⁴/(4.915 × 10⁵ nm⁴/s) = 0.326 s,

and for the 10 nm film it is 0.0203 s. Numerical solution of the height equation gives event times of 21.8 s and 1.36 s, so that

Φ = 21.77/0.3255 = 66.9

for the large film, and 67.0 for the small one. Taken as an absolute time, h⁴/B is too short by a factor of about 67. The ratio of the two times does not suffer from this, because Φ cancels.

The computed ratio is 15.97. The two films were solved on different grids, with 100 and 80 intervals. On matching grids the discrete equations scale exactly as the height equation does, so the ratio would be 16 whatever the grid error. The departure of 0.2 % therefore reflects the difference between the two grid errors and is not separate evidence for the law. It is comparable with the 0.17 % by which the large film's time changes on a grid of 140 intervals. With further refinement that time settles near 21.7 s and Φ near 66.6, about 0.4 % below the large film's values above. When the large film's event ends, the rim stands 31.7 nm high and the lowest film beyond it is 19.8 nm thick. Earlier in the event the film ahead of the rim is somewhat thinner, about 18 nm at its lowest, but it does not break up.

**Halving only some lengths**

The table compares four cases with the same B and θ. Each speed-up is relative to the first row, and each event ends when that film's own initial hole radius has doubled.

| Case | h, a, R (nm) | Time (s) | Speed-up |
|---|---|---|---|
| Reference | 20, 100, 400 | 21.8 | 1 |
| All halved | 10, 50, 200 | 1.36 | 16.0 |
| Thickness halved | 10, 100, 400 | 5.0 | 4.3 |
| Hole and cell halved | 20, 50, 200 | 6.4 | 3.4 |

In the last two rows a/h and R/h have changed, so Φ has changed as well. With the thickness alone halved, h⁴/B falls by 16, but the hole now has to grow by ten film thicknesses instead of five. The value of Φ rises to

Φ = (4.915 × 10⁵)(5.04)/10⁴ ≈ 248,

and most of the gain is lost. The grid is coarser relative to this thinner film. Refining it lowers the time by about 1 %, to 4.99 s, and Φ to about 245; the speed-up factors used below shift by less than 1 %.

The two partial factors multiply to 4.32 × 3.39 = 14.6, not 16. There is no contradiction, because both start from the reference film. To reach the fully halved film in two steps, one must halve the hole and cell of the film that is already thin. That second step has the factor 16/4.32 = 3.70, rather than 3.39. The gain from halving the hole thus depends on the film thickness, while the product along a complete path is fixed at 16.

**When another length enters**

The linear flux law assumed a constant carrier density. If the carriers are dilute adatoms, their density in local equilibrium varies as exp(μ/kT) = exp(ℓK), with

ℓ = γΩ/(kT) = 2.16 nm.

The flux is proportional to the gradient of this density, ℓ exp(ℓK) ∇ₛK. The linear law is multiplied by exp(ℓK), which is close to one when ℓK is small. The length ℓ is set by the material and does not shrink with the film. Since K scales as 1/h, the leading correction to the time has relative size proportional to ℓ/h:

t = (h⁴Φ/B)(1 − ε), with ε ∝ ℓ/h.

Solving with the exponential law gives 21.44 s and 1.322 s. Relative to the linear results, the reductions are 1.5 % at 20 nm and 3.0 % at 10 nm, doubling as expected. The speed-up becomes

16(1 − ε)/(1 − 2ε) ≈ 16(1 + ε) = 16 × 1.015 ≈ 16.2,

in agreement with the computed 16.22, which carries the same 0.2 % grid offset as the 15.97 above; on matching grids it is 16.25. If dilute surface vacancies carried the flux instead, their density would vary as exp(−μ/kT). The correction would then change sign, and the speed-up would be about 15.8. The fourth-power law is thus a limit for films much thicker than ℓ, and it is still good to between 1 and 2 % here.

A mobility that depends on surface orientation acts differently, because an angle contains no length. Multiplying the flux by 1 + 0.3 cos 4ψ, where ψ is the local tilt of the surface, shortens the large film's event to 18.5 s, but the speed-up stays at 15.97. Anisotropy of the surface energy, including facets, was not computed.

**A second limit: diffusion through the bulk**

Suppose instead that atoms travel through the film's interior with diffusivity D_b. In the quasi-steady limit, μ obeys Laplace's equation inside the film, with μ = γΩK on the free surface and no flux into the substrate. There are 1/Ω atoms per volume, so the bulk flux is −(D_b/(ΩkT))∇μ. Multiplying by Ω gives a surface velocity of magnitude

|vₙ| = (D_b/kT) |∂μ/∂n|.

Since μ scales as 1/λ and the normal derivative adds another 1/λ, the velocity scales as λ⁻². Setting λ/τ = λ⁻² gives τ = λ³, and halving every length would shorten the event by 8.

Which law applies depends on the ratio of the two velocities. The bulk velocity is of order D_bγΩ/(kT h²) and the surface velocity of order B/h³, so

bulk/surface ≈ D_b h/(DₛΩν).

With a rough D_b = 10⁻²⁰ m²/s, this is 9 × 10⁻⁷ at h = 20 nm. The ratio grows in proportion to h and would reach one only at a thickness of centimetres. Of these two paths, surface diffusion dominates for these constants. Diffusion along grain boundaries or along the substrate interface was not considered.

**Comparison with a real film**

The example describes a copper film without grain boundaries, whose hole stays round. Its constants are rough. The surface diffusivity is the least certain, since it depends strongly on temperature and surface cleanliness. A tenfold larger Dₛ would make both times ten times shorter and leave their ratio alone. The contact angle depends on the substrate as well as on the copper, and it also affects the absolute times. With tan θ in the initial profile set to the new angle, the large film's event would take about 37 s at 45° and 15 s at 75°, instead of about 22 s at 60°. The ratio of 16 requires the same angle in both films, and it also requires equal temperatures. If Dₛ follows an Arrhenius law with a rough activation energy of 0.8 eV, a film 5 K hotter has a B larger by a factor of 1.10. Were the thinner film the hotter one, the apparent speed-up would be about 17.6.

Real copper films are usually polycrystalline, and this limits the use of the absolute times. For an isolated grain boundary of energy γ_b, Mullins' small-slope theory gives a surface groove of depth 0.78 m(Bt)^(1/4), with m ≈ γ_b/(2γ). A rough γ_b = 0.6 J/m² makes it about 8 nm deep after 21.8 s, a large part of the 20 nm thickness. It does not cut through during the event: the depth grows as t^(1/4), so by the same law reaching 20 nm would take about 40 times longer. Pits where three grains meet are about half as deep again. The estimate needs boundaries spaced more widely than the groove, which is here a few hundred nanometres across. In a film with finer grains, neighbouring grooves overlap and stay shallower. Grain size is a further length, and the factor of 16 requires it to be halved too. The shift caused by an unchanged grain size was not computed. The partial cases in the table show that leaving one length unscaled can matter far more than the few-per-cent corrections above.

Three other omitted effects are small for these numbers. A film stress σ = 200 MPa with a biaxial modulus M = 200 GPa stores the energy σ²h/M per area, which at 20 nm is 0.24 % of γ, or 0.47 % of γ(1 − cos θ), the surface and interface energy released per area uncovered when the extra surface of the rim and hole edge is left out. Counting that surface lowers the release by roughly a quarter, and the stress term stays below 1 %. With a rough Hamaker constant A = 1.87 eV, the van der Waals pressure A/(6πh³) is about 10⁻⁴ of the capillary pressure γ/h at 10 nm. Even with a generous vapour pressure of 10⁻¹⁴ Torr, evaporation during the large film's event removes about 2 × 10⁻¹⁰ of its thickness. The remaining values are in the numerical output.

Values computed for the example and the checks

```
Independent groups before using B: 4
Power of length in event time: 4
Predicted speed-up: 16
Bessel ripple relative error: 2.3e-04
Temperature: 673 K; kT = 0.0580 eV
Surface diffusivity: 1.0e-08 cm2/s
Surface energy: 1.70 J/m2
Atomic volume: 0.0118 nm3
Surface atom density: 19.29 per nm2
Contact angle: 60 degrees
B: 4.915e+05 nm4/s = 4.915e-31 m4/s
Large film h, a, R: 20, 100, 400 nm
Small film h, a, R: 10, 50, 200 nm
Naive time h^4/B, large: 0.3255 s
Naive time h^4/B, small: 0.0203 s
Event time, large: 21.77 s
Event time, small: 1.363 s
Phi = B t/h^4, large: 66.9
Phi = B t/h^4, small: 67.0
Simulated speed-up: 15.969
Time change on finer grid: 0.172 %
Volume error, large: 0.047 %
Final rim height, large: 31.7 nm
Final lowest film beyond rim: 19.8 nm
Speed-up, thickness only halved: 4.32
Speed-up, hole and cell only halved: 3.39
Capillary length gamma*Omega/kT: 2.16 nm
Initial max K*cap length, large: 0.061
Initial max K*cap length, small: 0.122
Exponential-law time, large: 21.44 s
Exponential-law time, small: 1.322 s
Exponential-law speed-up: 16.22
Mobility anisotropy amplitude: 0.3
Anisotropic event time, large: 18.51 s
Anisotropic speed-up: 15.969
Activation energy: 0.8 eV; temperature offset: 5 K
B multiplier from that offset: 1.099
Film stress: 200 MPa; biaxial modulus: 200 GPa
Elastic/surface energy, large film: 2.4e-03
Hamaker constant: 1.87 eV
Van der Waals/capillary pressure, small film: 9.4e-05
Bulk diffusivity: 1.0e-16 cm2/s
Bulk/surface transport, large film: 8.8e-07
Vapour pressure bound: 1e-14 Torr
Evaporated fraction of thickness, large: 2.2e-10
```
